# Orbital-energy terms separating MP2-F12 approximations A and A': a program that tests the result

```python
"""
MP2-F12 geminal matrix for a correlated pair p, in atomic units.
Result under test, with canonical occupied orbitals that are true eigenfunctions
of the Fock operator F (GBC) and virtuals that span an F-invariant space (EBC):
    B - E_p X = Tc - Kc + W,   W_km = (E_k + E_m - 2 E_p)/2 * X_km
B  = <k|f Q (F1+F2) Q f|m>,  X = <k|f Q f|m>,  f = correlation factor
Tc, Kc = symmetrised <k|f Q [T1+T2, f]|m> and <k|f Q [K1+K2, f]|m>
k, m, p = pair functions; E_k = sum of the two orbital energies of pair k.
Approximation A keeps Tc, A' keeps Tc + W, B keeps Tc - Kc + W.
Hence W_pp = 0, and A and A' differ only through geminals other than p.
Model: 4 electrons in a 1D harmonic trap, softened Coulomb repulsion, sinc grid.
"""
import numpy as np

# ---------- model and grid ----------
omega, soft, gamma = 1.0, 1.0, 1.0
n_grid, step, n_virt = 81, 0.25, 4
x = step * (np.arange(n_grid) - n_grid // 2)
idx = np.arange(n_grid)
diff = idx[:, None] - idx[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / step**2
deriv = np.where(diff == 0, 0.0, sign / (safe * step))
r12 = x[:, None] - x[None, :]
g12 = 1 / np.sqrt(r12**2 + soft**2)
gauss = np.exp(-gamma * r12**2)
f12 = -gauss
f12_d1 = 2 * gamma * r12 * gauss
f12_d2 = (2 * gamma - 4 * gamma**2 * r12**2) * gauss
core = kinetic + np.diag(0.5 * omega**2 * x**2)


def fock_parts(density):
    """density = projector on the doubly occupied orbitals"""
    exchange = density * g12
    coulomb = np.diag(2 * g12 @ np.diag(density))
    return core + coulomb - exchange, exchange


def hartree_fock(basis):
    """closed-shell SCF with two occupied orbitals in an orthonormal basis"""
    density = np.zeros((n_grid, n_grid))
    for _ in range(300):
        fock, _unused = fock_parts(density)
        _e, vec = np.linalg.eigh(basis.T @ fock @ basis)
        orb = basis @ vec
        new = orb[:, :2] @ orb[:, :2].T
        change = np.abs(new - density).max()
        density = 0.5 * (density + new)
        if change < 1e-13:
            break
    assert change < 1e-10
    fock, exchange = fock_parts(density)
    e, vec = np.linalg.eigh(basis.T @ fock @ basis)
    return fock, exchange, e, basis @ vec


def on_both(op, psi):
    return op @ psi + psi @ op


def gram(left, right):
    return np.einsum('kij,mij->km', left, right)


def sym(a):
    return 0.5 * (a + a.T)


def analyse(fock, exchange, occ, virt):
    """all geminal matrices for the reference pairs 00, 11, singlet 01, triplet 01"""
    a, b = occ[:, 0], occ[:, 1]
    ab, ba = np.outer(a, b), np.outer(b, a)
    ref = np.array([np.outer(a, a), np.outer(b, b),
                    (ab + ba) / np.sqrt(2), (ab - ba) / np.sqrt(2)])
    e0, e1 = a @ fock @ a, b @ fock @ b
    pair_e = np.array([2 * e0, 2 * e1, e0 + e1, e0 + e1])
    outside = np.eye(n_grid) - occ @ occ.T
    pv = virt @ virt.T
    raw = f12 * ref
    gem = outside @ raw @ outside - pv @ raw @ pv
    com_t = -f12_d2 * ref - f12_d1 * (deriv @ ref - ref @ deriv.T)
    com_k = on_both(exchange, raw) - f12 * on_both(exchange, ref)
    resid = on_both(fock, ref) - pair_e[:, None, None] * ref
    out = dict(ref=ref, gem=gem, E=pair_e)
    out['B'] = gram(gem, on_both(fock, gem))
    out['X'] = gram(gem, gem)
    out['T1'], out['K1'] = gram(gem, com_t), gram(gem, com_k)
    out['T'], out['K'] = sym(out['T1']), sym(out['K1'])
    out['R'] = sym(gram(gem, f12 * resid))
    out['D'] = sym(gram(gem, on_both(fock, raw - gem)))
    out['V'] = gram(gem, g12 * ref)
    mean_e = 0.5 * (pair_e[:, None] + pair_e[None, :])
    out['derived'] = out['T'] - out['K'] + mean_e * out['X']
    out['miss'] = np.abs(out['B'] - out['derived']).max()
    full = out['derived'] + out['R'] - out['D']
    assert np.abs(out['B'] - full).max() < 1e-8
    return out


# ---------- four settings: conditions satisfied or broken ----------
fock, exch, eps, orb = hartree_fock(np.eye(n_grid))
occ, virt = orb[:, :2], orb[:, 2:2 + n_virt]
none = np.zeros((n_grid, 0))
oscillator = np.linalg.eigh(core)[1]
std = analyse(fock, exch, occ, virt)
no_v = analyse(fock, exch, occ, none)
mixed = np.linalg.qr(np.hstack([occ, oscillator[:, 2:2 + n_virt]]))[0]
no_ebc = analyse(fock, exch, occ, mixed[:, 2:])
fock_s, exch_s, eps_s, orb_s = hartree_fock(oscillator[:, :4])
no_gbc = analyse(fock_s, exch_s, orb_s[:, :2], none)
gbc_good = np.linalg.norm(fock @ occ - occ * eps[:2])
gbc_bad = np.linalg.norm(fock_s @ orb_s[:, :2] - orb_s[:, :2] * eps_s[:2])
assert gbc_good < 1e-8 and gbc_bad > 1e-4
assert std['miss'] < 1e-8 and no_v['miss'] < 1e-8
assert no_ebc['miss'] > 1e-6 and np.abs(no_ebc['R']).max() < 1e-8
assert no_gbc['miss'] > 1e-6 and np.abs(no_gbc['R']).max() > 1e-6

# ---------- X cancels for the pair itself, not for other diagonal elements ----------
E, X, T, K, V = (std[key] for key in ('E', 'X', 'T', 'K', 'V'))
for p in range(4):
    direct = std['B'] - E[p] * X
    assert abs(direct[p, p] - (T - K)[p, p]) < 1e-8
left_over = (std['B'] - E[0] * X - T + K)[1, 1]
assert abs(left_over - 2 * (eps[1] - eps[0]) * X[1, 1]) < 1e-8
assert abs(left_over) > 1e-6
one_sided = std['T1'] - std['K1']
asym = one_sided - one_sided.T
assert np.abs(asym - (E[:, None] - E[None, :]) * X).max() < 1e-8

# ---------- pair energies ----------
names = ['00', '11', '01 singlet', '01 triplet']
weights = np.array([1, 1, 1, 3])
energy = {key: np.zeros(4) for key in ('A', "A'", 'B', 'diag', 'conv', 'full')}
amp, w_mats = {}, []
all_virt, e_all = orb[:, 2:], eps[2:]
for p in range(4):
    shift = E - E[p]
    W = 0.5 * (shift[:, None] + shift[None, :]) * X
    w_mats.append(W)
    for key, mat in (('A', T), ("A'", T + W), ('B', T - K + W)):
        c = -np.linalg.solve(mat, V[:, p])
        amp[key, p] = c
        energy[key][p] = V[:, p] @ c
    energy['diag'][p] = -V[p, p]**2 / T[p, p]
    source = g12 * std['ref'][p]
    amp_ab = all_virt.T @ source @ all_virt
    terms = -amp_ab**2 / (e_all[:, None] + e_all[None, :] - E[p])
    energy['conv'][p] = terms[:n_virt, :n_virt].sum()
    energy['full'][p] = terms.sum()
    # joint minimisation over doubles and geminals, from the definition
    doubles = [np.outer(virt[:, i], virt[:, j])
               for i in range(n_virt) for j in range(n_virt)]
    space = np.concatenate([np.array(doubles), std['gem']])
    ham = gram(space, on_both(fock, space) - E[p] * space)
    rhs = gram(space, source[None])[:, 0]
    joint = -rhs @ np.linalg.solve(ham, rhs)
    assert abs(joint - energy['conv'][p] - energy['B'][p]) < 1e-8
    assert joint > energy['full'][p] - 1e-10
    change = energy["A'"][p] - energy['A'][p]
    assert abs(change - amp['A', p] @ W @ amp["A'", p]) < 1e-10
assert np.abs((energy["A'"] - energy['A'])[2:]).max() < 1e-10
assert np.abs((energy["A'"] - energy['A'])[:2]).min() > 1e-9

# ---------- output ----------
print(f"trap frequency {omega} hartree, softening {soft} bohr, gamma {gamma} bohr^-2")
print(f"grid points {n_grid}, spacing {step} bohr, virtual orbitals {n_virt}")
print(f"orbital energies e0, e1: {eps[0]:.6f} {eps[1]:.6f} hartree")
print(f"Delta_11 for pair 00 = 2(e1-e0): {E[1] - E[0]:.6f} hartree")
print("max |B - derived| (hartree):")
print(f"  GBC and EBC hold, with V1V2: {std['miss']:.1e}")
print(f"  GBC holds, no V1V2:          {no_v['miss']:.1e}")
print(f"  GBC holds, EBC broken:       {no_ebc['miss']:.3e}")
print(f"  GBC broken, no V1V2:         {no_gbc['miss']:.3e}")
print(f"norm of F|m>-e_m|m>, GBC broken: {gbc_bad:.3e} hartree")
print("Pair 00, elements (00,00) (00,11) (11,11):")
direct = std['B'] - E[0] * X
for label, mat, unit in (("X", X, "dimensionless"), ("Tc", T, "hartree"),
                         ("Kc", K, "hartree"), ("W", w_mats[0], "hartree"),
                         ("B-E_00 X, direct", direct, "hartree")):
    print(f"  {label}: {mat[0,0]:.5e} {mat[0,1]:.5e} {mat[1,1]:.5e} {unit}")
cosine = X[0, 1] / np.sqrt(X[0, 0] * X[1, 1])
print(f"normalised overlap of geminals 00 and 11: {cosine:.4f}")
print(f"V(00), V(11) for pair 00: {V[0,0]:.5e} {V[1,0]:.5e} hartree")
for key in ('A', "A'", 'B'):
    c = amp[key, 0]
    print(f"amplitudes c(00), c(11), pair 00, {key}: {c[0]:.5f} {c[1]:.5f}")
for p in (0, 1):
    low = [np.linalg.eigvalsh(m[:2, :2])[0] for m in (T, T + w_mats[p])]
    print(f"lowest eigenvalue, pair {names[p]}, A, A': "
          f"{low[0]:.4e} {low[1]:.4e} hartree")
print("F12 pair energies in microhartree: diagonal A=A', full A, A', B")
for p in range(4):
    vals = [1e6 * energy[key][p] for key in ('diag', 'A', "A'", 'B')]
    print(f"  {names[p]}: " + " ".join(f"{v:.4f}" for v in vals))
gap = 1e6 * (energy["A'"] - energy['A'])
print(f"E(A')-E(A), pairs 00 and 11: {gap[0]:.4f} {gap[1]:.4f} microhartree")
print("Totals in microhartree (triplet weight 3):")
for key, label in (('conv', 'conventional MP2, 4 virtuals'), ('diag', 'F12 diagonal'),
                   ('A', 'F12 A'), ("A'", "F12 A'"), ('B', 'F12 B'),
                   ('full', 'MP2, complete grid')):
    print(f"  {label}: {1e6 * weights @ energy[key]:.3f}")
print("success")
```

Running it gives:

```
trap frequency 1.0 hartree, softening 1.0 bohr, gamma 1.0 bohr^-2
grid points 81, spacing 0.25 bohr, virtual orbitals 4
orbital energies e0, e1: 2.447622 3.320561 hartree
Delta_11 for pair 00 = 2(e1-e0): 1.745877 hartree
max |B - derived| (hartree):
  GBC and EBC hold, with V1V2: 2.7e-16
  GBC holds, no V1V2:          1.0e-15
  GBC holds, EBC broken:       2.378e-03
  GBC broken, no V1V2:         2.455e-04
norm of F|m>-e_m|m>, GBC broken: 7.293e-03 hartree
Pair 00, elements (00,00) (00,11) (11,11):
  X: 3.84899e-03 3.36211e-03 6.54159e-03 dimensionless
  Tc: 3.57451e-02 3.29103e-02 6.02337e-02 hartree
  Kc: -5.92432e-03 -5.46488e-03 -9.49292e-03 hartree
  W: 0.00000e+00 2.93491e-03 1.14208e-02 hartree
  B-E_00 X, direct: 4.16694e-02 4.13100e-02 8.11474e-02 hartree
normalised overlap of geminals 00 and 11: 0.6700
V(00), V(11) for pair 00: -1.46944e-03 -1.35229e-03 hartree
amplitudes c(00), c(11), pair 00, A: 0.04113 -0.00002
amplitudes c(00), c(11), pair 00, A': 0.04451 -0.00340
amplitudes c(00), c(11), pair 00, B: 0.03784 -0.00260
lowest eigenvalue, pair 00, A, A': 1.2875e-02 1.3609e-02 hartree
lowest eigenvalue, pair 11, A, A': 1.2875e-02 1.0836e-02 hartree
F12 pair energies in microhartree: diagonal A=A', full A, A', B
  00: -60.4070 -60.4070 -60.8188 -52.0902
  11: -105.6495 -105.8083 -107.8456 -92.5806
  01 singlet: -146.0021 -146.0021 -146.0021 -122.9830
  01 triplet: -66.5917 -66.5917 -66.5917 -57.4615
E(A')-E(A), pairs 00 and 11: -0.4118 -2.0373 microhartree
Totals in microhartree (triplet weight 3):
  conventional MP2, 4 virtuals: -9277.772
  F12 diagonal: -511.834
  F12 A: -511.992
  F12 A': -514.441
  F12 B: -440.038
  MP2, complete grid: -9739.006
success
```
